# Localised and shared electrons: the population balance of an atom: a numerical check

```python
"""
Result under test, for a closed-shell single determinant:
    N(A) = lambda(A) + (1/2) * sum over B != A of delta(A,B)
N(A): electron population of atom A; lambda: localisation index;
delta: delocalisation index. With F = rho(r)rho(r') - pair density,
lambda(A) is F integrated over A and A, delta(A,B) is twice F over A and B.
Orbital formulas use S_ij(A), the overlap of orbitals i and j inside atom A.
Part 1: explicit four-electron wave functions on a lattice.
Part 2: TiCl4, restricted Hartree-Fock, fuzzy atoms, Hartree atomic units.
"""
from itertools import permutations
import numpy as np
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft, lib


def shared_matrix(overlaps, pair_weight):
    """Matrix M[A,B] = sum_ij weight_ij S_ij(A) S_ij(B)."""
    count = len(overlaps)
    left = (overlaps * pair_weight).reshape(count, -1)
    return left @ overlaps.reshape(count, -1).T


def indices(shared):
    """Localisation indices and delocalisation matrix (zero diagonal)."""
    lam = np.diag(shared).copy()
    delta = shared + shared.T
    np.fill_diagonal(delta, 0.0)
    return lam, delta


# ---------- Part 1: explicit wave functions on a lattice ----------
n_sites = 9
onsite = np.array([0.0, -0.8, 0.1, 0.3, -1.2, 0.2, 0.0, -0.5, 0.4])
hamiltonian = (np.diag(onsite) - np.eye(n_sites, k=1)
               - np.eye(n_sites, k=-1))
phi = np.linalg.eigh(hamiltonian)[1][:, :3]


def determinant_tensor(doubly_occupied):
    """Antisymmetric amplitude for four electrons, index = spin, site."""
    spin_orbitals = [np.kron(spin, phi[:, k]) for k in doubly_occupied
                     for spin in ([1.0, 0.0], [0.0, 1.0])]
    psi = np.zeros((2 * n_sites,) * 4)
    for perm in permutations(range(4)):
        sign = np.linalg.det(np.eye(4)[list(perm)])
        psi += sign * np.einsum('a,b,c,d->abcd',
                                *[spin_orbitals[k] for k in perm])
    return psi / np.sqrt(24.0)


def reduced_quantities(psi):
    """Spin-summed density matrix and F, by direct summation."""
    flat = psi.reshape(2 * n_sites, -1)
    gamma_spin = 4.0 * flat @ flat.T
    gamma = np.einsum('sasb->ab',
                      gamma_spin.reshape(2, n_sites, 2, n_sites))
    pair = 12.0 * (psi**2).sum(axis=(2, 3))
    pair = pair.reshape(2, n_sites, 2, n_sites).sum(axis=(0, 2))
    density = np.diag(gamma)
    return gamma, np.outer(density, density) - pair


sharp = np.kron(np.eye(3), np.ones(3))
position = np.arange(n_sites)
fuzzy = np.exp(-(position[None, :] - np.array([[1], [4], [7]]))**2 / 4.0)
fuzzy /= fuzzy.sum(axis=0)

psi_single = determinant_tensor([0, 1])
assert abs((psi_single**2).sum() - 1.0) < 1e-12
gamma, hole = reduced_quantities(psi_single)
rho = np.diag(gamma)
assert np.allclose(hole, 0.5 * gamma**2, atol=1e-12)
assert np.allclose(hole.sum(axis=1), rho, atol=1e-12)
assert np.allclose(gamma @ gamma, 2.0 * gamma, atol=1e-12)

for weights in (fuzzy, sharp):
    lam_def, delta_def = indices(weights @ hole @ weights.T)
    s_atoms = np.einsum('ap,pi,pj->aij', weights, phi[:, :2], phi[:, :2])
    lam_orb, delta_orb = indices(shared_matrix(s_atoms, 2.0))
    pop_def = weights @ rho
    assert np.allclose(lam_def, lam_orb, atol=1e-12)
    assert np.allclose(delta_def, delta_orb, atol=1e-12)
    assert np.allclose(2.0 * np.einsum('aii->a', s_atoms), pop_def)
    assert np.allclose(lam_def + 0.5 * delta_def.sum(1), pop_def)

variance = []
probability = psi_single**2
for atom in range(3):
    inside = np.tile(sharp[atom], 2)
    count = (inside[:, None, None, None] + inside[None, :, None, None]
             + inside[None, None, :, None] + inside[None, None, None, :])
    mean = (probability * count).sum()
    variance.append((probability * (count - mean)**2).sum())
assert np.allclose(variance, 0.5 * delta_def.sum(axis=1), atol=1e-12)

print("LATTICE MODEL: 4 electrons, 9 sites, 3 sharp atoms")
for atom in range(3):
    print(f"atom {atom+1}: N = {pop_def[atom]:.5f}, lambda = "
          f"{lam_def[atom]:.5f}, count variance = {variance[atom]:.5f}")
print(f"delta(1,2), (1,3), (2,3) = {delta_def[0,1]:.5f}, "
      f"{delta_def[0,2]:.5f}, {delta_def[1,2]:.5f}")

# Two-determinant state: general identity holds, determinant formula fails
weight_main = 0.9
psi_two = (np.sqrt(weight_main) * psi_single
           - np.sqrt(1.0 - weight_main) * determinant_tensor([0, 2]))
gamma_two, hole_two = reduced_quantities(psi_two)
rho_two = np.diag(gamma_two)
assert np.allclose(hole_two.sum(axis=1), rho_two, atol=1e-12)
assert np.abs(hole_two - 0.5 * gamma_two**2).max() > 1e-3
lam_two, delta_two = indices(sharp @ hole_two @ sharp.T)
pop_two = sharp @ rho_two
assert np.allclose(lam_two + 0.5 * delta_two.sum(1), pop_two)
shortfall = pop_two - sharp @ (0.5 * gamma_two**2).sum(axis=1)
occ_two, nat_two = np.linalg.eigh(gamma_two)
occ_two = np.clip(occ_two, 0.0, None)
s_two = np.einsum('ap,pi,pj->aij', sharp, nat_two, nat_two)
formula = np.einsum('i,aii->a', occ_two - 0.5 * occ_two**2, s_two)
assert np.allclose(shortfall, formula, atol=1e-10)
assert shortfall.min() > 1e-3
muller_two = indices(shared_matrix(
    s_two, np.sqrt(np.outer(occ_two, occ_two))))[1]
print(f"two-determinant state, weight of main one = {weight_main:.2f}")
print("  N of atoms 1,2,3 =", np.round(pop_two, 5))
print("  shortfall of determinant formula =", np.round(shortfall, 5))
print(f"  delta(1,2): true pair density {delta_two[0,1]:.5f}, "
      f"Muller {muller_two[0,1]:.5f}")
print(f"  delta(2,3): true pair density {delta_two[1,2]:.5f}, "
      f"Muller {muller_two[1,2]:.5f}")

# ---------- Part 2: TiCl4 ----------
bond = 4.10
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
centres = np.vstack([np.zeros(3), corners * bond / np.sqrt(3.0)])
symbols = ['Ti', 'Cl', 'Cl', 'Cl', 'Cl']
mol = gto.M(atom=[[s, tuple(c)] for s, c in zip(symbols, centres)],
            unit='Bohr', basis='def2-svp', verbose=0)
mf = scf.RHF(mol).density_fit()
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
orbitals = mf.mo_coeff


def bond_density(distance):
    """Electron density on the first Ti-Cl line."""
    point = (centres[1] * distance / bond)[None, :]
    values = dft.numint.eval_ao(mol, point) @ orbitals[:, :n_occ]
    return 2.0 * float((values**2).sum())


minimum = minimize_scalar(bond_density, bounds=(0.3 * bond, 0.7 * bond),
                          method='bounded', options={'xatol': 1e-7})
boundary = minimum.x
assert 0.31 * bond < boundary < 0.69 * bond

grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords)


def becke_weights(ti_boundary):
    """Fuzzy cells; Ti-Cl boundary at the given distance from Ti."""
    dist = np.linalg.norm(grid.coords[None] - centres[:, None], axis=2)
    mu0 = 2.0 * ti_boundary / bond - 1.0
    shift_ti = -mu0 / (1.0 - mu0**2)
    cells = np.ones_like(dist)
    for a in range(5):
        for b in range(5):
            if a == b:
                continue
            shift = shift_ti if a == 0 else (-shift_ti if b == 0 else 0.0)
            mu = (dist[a] - dist[b]) / np.linalg.norm(
                centres[a] - centres[b])
            nu = mu + shift * (1.0 - mu**2)
            for _ in range(3):
                nu = 1.5 * nu - 0.5 * nu**3
            cells[a] *= 0.5 * (1.0 - nu)
    return cells / cells.sum(axis=0)


def atomic_overlaps(weights, coefficients):
    result = []
    for cell in weights:
        matrix = ao.T @ (ao * (cell * grid.weights)[:, None])
        result.append(coefficients.T @ matrix @ coefficients)
    return np.array(result)


density_grid = 2.0 * ((ao @ orbitals[:, :n_occ])**2).sum(axis=1)
print("TiCl4: RHF, density fitting, def2-SVP")
print(f"Ti-Cl distance = {bond:.2f} bohr")
print(f"electrons = {mol.nelectron}, occupied orbitals = {n_occ}")
print(f"RHF energy = {mf.e_tot:.5f} hartree")
print(f"density minimum at {boundary:.4f} bohr from Ti")
print(f"density there = {minimum.fun:.5f} electrons/bohr^3")

s_all = None
delta_ti_cl = None
for label, place in (("boundary at density minimum", boundary),
                     ("equal radii", 0.5 * bond)):
    cells = becke_weights(place)
    overlaps = atomic_overlaps(cells, orbitals)
    s_occ = overlaps[:, :n_occ, :n_occ]
    population = cells @ (grid.weights * density_grid)
    lam, delta = indices(shared_matrix(s_occ, 2.0))
    balance = lam + 0.5 * delta.sum(axis=1)
    overlap_error = np.abs(s_occ.sum(axis=0) - np.eye(n_occ)).max()
    # Tolerances below reflect the finite molecular quadrature grid.
    assert overlap_error < 3e-4
    assert abs(population.sum() - mol.nelectron) < 1e-3
    assert np.abs(balance - population).max() < 1e-3
    assert np.ptp(population[1:]) < 1e-3
    assert np.ptp(delta[0, 1:]) < 1e-3
    print(f"partition: {label}")
    print(f"  N(Ti) = {population[0]:.4f}, N(Cl) = {population[1]:.4f}")
    print(f"  charge Ti = {22 - population[0]:.4f} e, "
          f"Cl = {17 - population[1]:.4f} e")
    print(f"  lambda(Ti) = {lam[0]:.4f}, lambda(Cl) = {lam[1]:.4f}")
    print(f"  delta(Ti,Cl) = {delta[0,1]:.4f}, "
          f"delta(Cl,Cl') = {delta[1,2]:.4f}")
    print(f"  half sum of delta: Ti {0.5*delta[0].sum():.4f}, "
          f"Cl {0.5*delta[1].sum():.4f}")
    print(f"  lambda + half sum: Ti {balance[0]:.4f}, "
          f"Cl {balance[1]:.4f}")
    print(f"  largest identity residual = "
          f"{np.abs(balance - population).max():.1e} electrons")
    print(f"  largest orbital-overlap error = {overlap_error:.1e}")
    if s_all is None:
        s_all = overlaps
        delta_ti_cl = delta[0, 1]
        missing = population[1] - lam[1] - 0.5 * delta[1, 0]
        assert missing > 0.01
        print(f"  Cl balance without Cl-Cl' terms is short by "
              f"{missing:.4f}")

# Correlation: unrelaxed MP2 density matrix, 25 core orbitals frozen
n_frozen = 25
active = orbitals[:, n_frozen:n_occ]
virtual = orbitals[:, n_occ:]
blocks = []
for packed in mf.with_df.loop():
    full = lib.unpack_tril(np.asarray(packed))
    half = np.matmul(active.T, full)
    blocks.append(np.matmul(half, virtual))
factors = np.concatenate(blocks)
integrals = np.tensordot(factors, factors, axes=(0, 0))
integrals = integrals.transpose(0, 2, 1, 3)
e_occ = mf.mo_energy[n_frozen:n_occ]
e_vir = mf.mo_energy[n_occ:]


def amplitudes(occ_energy, vir_energy):
    gap = (occ_energy[:, None, None, None] + occ_energy[None, :, None, None]
           - vir_energy[None, None, :, None]
           - vir_energy[None, None, None, :])
    return integrals / gap


def mp2_energy(occ_energy, vir_energy):
    t = amplitudes(occ_energy, vir_energy)
    return float((t * (2.0 * integrals
                       - integrals.transpose(0, 1, 3, 2))).sum())


t2 = amplitudes(e_occ, e_vir)
t2_bar = 2.0 * t2 - t2.transpose(0, 1, 3, 2)
loss = 2.0 * np.tensordot(t2, t2_bar, axes=([1, 2, 3], [1, 2, 3]))
gain = 2.0 * np.tensordot(t2, t2_bar, axes=([0, 1, 3], [0, 1, 3]))
step = 1e-3
shift_v = np.zeros_like(e_vir)
shift_v[0] = step
slope_v = (mp2_energy(e_occ, e_vir + shift_v)
           - mp2_energy(e_occ, e_vir - shift_v)) / (2.0 * step)
shift_o = np.zeros_like(e_occ)
shift_o[-1] = step
slope_o = (mp2_energy(e_occ + shift_o, e_vir)
           - mp2_energy(e_occ - shift_o, e_vir)) / (2.0 * step)
assert abs(slope_v - gain[0, 0]) < 1e-5
assert abs(slope_o + loss[-1, -1]) < 1e-5

density_matrix = np.zeros((orbitals.shape[1],) * 2)
density_matrix[:n_occ, :n_occ] = 2.0 * np.eye(n_occ)
density_matrix[n_frozen:n_occ, n_frozen:n_occ] -= 0.5 * (loss + loss.T)
density_matrix[n_occ:, n_occ:] = 0.5 * (gain + gain.T)
assert abs(np.trace(density_matrix) - mol.nelectron) < 1e-8
occupation, rotation = np.linalg.eigh(density_matrix)
assert occupation.min() > -1e-8 and occupation.max() < 2.0 + 1e-8
occupation = np.clip(occupation, 0.0, 2.0)
s_nat = np.array([rotation.T @ s @ rotation for s in s_all])
pop_mp2 = np.einsum('i,aii->a', occupation, s_nat)
squared = shared_matrix(s_nat, 0.5 * np.outer(occupation, occupation))
short_mp2 = pop_mp2 - squared.sum(axis=1)
short_formula = np.einsum('i,aii->a',
                          occupation - 0.5 * occupation**2, s_nat)
assert np.abs(short_mp2 - short_formula).max() < 2e-3
lam_m, delta_m = indices(shared_matrix(
    s_nat, np.sqrt(np.outer(occupation, occupation))))
assert np.abs(lam_m + 0.5 * delta_m.sum(1) - pop_mp2).max() < 2e-3

print("correlation estimate: unrelaxed MP2, density-minimum partition")
print(f"  frozen core orbitals = {n_frozen}")
print(f"  electrons moved to virtual orbitals = {np.trace(gain):.4f}")
print(f"  N(Ti) = {pop_mp2[0]:.4f}, N(Cl) = {pop_mp2[1]:.4f}")
print(f"  shortfall of determinant formula: Ti {short_mp2[0]:.4f}, "
      f"Cl {short_mp2[1]:.4f}")
print(f"  Muller delta(Ti,Cl) = {delta_m[0,1]:.4f}, "
      f"change from RHF = {delta_m[0,1] - delta_ti_cl:+.4f}")
print(f"  Muller lambda(Ti) = {lam_m[0]:.4f}, "
      f"lambda(Cl) = {lam_m[1]:.4f}")
print("every check passed")
```

Output:

```
LATTICE MODEL: 4 electrons, 9 sites, 3 sharp atoms
atom 1: N = 1.77418, lambda = 1.53525, count variance = 0.23893
atom 2: N = 1.72172, lambda = 1.33514, count variance = 0.38659
atom 3: N = 0.50410, lambda = 0.12462, count variance = 0.37948
delta(1,2), (1,3), (2,3) = 0.24604, 0.23183, 0.52713
two-determinant state, weight of main one = 0.90
  N of atoms 1,2,3 = [1.64669 1.73943 0.61387]
  shortfall of determinant formula = [0.15248 0.05103 0.15649]
  delta(1,2): true pair density 0.32708, Muller 0.20388
  delta(2,3): true pair density 0.40799, Muller 0.31673
TiCl4: RHF, density fitting, def2-SVP
Ti-Cl distance = 4.10 bohr
electrons = 90, occupied orbitals = 45
RHF energy = -2685.94893 hartree
density minimum at 1.9190 bohr from Ti
density there = 0.10088 electrons/bohr^3
partition: boundary at density minimum
  N(Ti) = 20.4259, N(Cl) = 17.3935
  charge Ti = 1.5741 e, Cl = -0.3935 e
  lambda(Ti) = 17.9998, lambda(Cl) = 16.6227
  delta(Ti,Cl) = 1.2130, delta(Cl,Cl') = 0.1096
  half sum of delta: Ti 2.4261, Cl 0.7709
  lambda + half sum: Ti 20.4259, Cl 17.3935
  largest identity residual = 2.5e-06 electrons
  largest orbital-overlap error = 1.1e-06
  Cl balance without Cl-Cl' terms is short by 0.1643
partition: equal radii
  N(Ti) = 21.0287, N(Cl) = 17.2428
  charge Ti = 0.9713 e, Cl = -0.2428 e
  lambda(Ti) = 18.2915, lambda(Cl) = 16.4264
  delta(Ti,Cl) = 1.3686, delta(Cl,Cl') = 0.0881
  half sum of delta: Ti 2.7372, Cl 0.8164
  lambda + half sum: Ti 21.0287, Cl 17.2428
  largest identity residual = 2.5e-06 electrons
  largest orbital-overlap error = 1.1e-06
correlation estimate: unrelaxed MP2, density-minimum partition
  frozen core orbitals = 25
  electrons moved to virtual orbitals = 0.6894
  N(Ti) = 20.5452, N(Cl) = 17.3637
  shortfall of determinant formula: Ti 0.3743, Cl 0.2445
  Muller delta(Ti,Cl) = 1.0528, change from RHF = -0.1602
  Muller lambda(Ti) = 18.4396, lambda(Cl) = 16.6950
every check passed
```
